\section*{Uniform Grid Spacing Needed to Integrate a 1s Core Density}

\section{Question}

An all-electron density has a sharp peak at each nucleus, formed mainly by the 1s electrons. Suppose this density is stored on a uniform cubic grid and integrated by adding the values at the grid points. How fine must the grid be for the 1s charge to come out with a relative error below a chosen $\varepsilon$? How many points does that take, and how do both numbers grow with the nuclear charge $Z$?

\section{Answer}

\subsection{The length that sets the scale}

The algebra uses atomic units, in which lengths are in bohr and energies in hartree. For one electron in the nonrelativistic 1s state of a point nucleus, the density is
\begin{equation}
n(r)=\frac{Z^3}{\pi}\,e^{-2Zr},\qquad \int n\,d^3r=1 .
\label{eq:n}
\end{equation}
It falls by a factor $e$ over the distance $1/(2Z)$. No other length appears in it, so the spacing $h$ must be compared with $1/Z$.

This can be made precise. Let the grid points lie at $h(\mathbf k+\mathbf s)$ relative to the nucleus, where $\mathbf k$ runs over all integer vectors and $\mathbf s$ is the offset of the grid in units of $h$. The grid estimate of the charge is
\begin{equation}
S(\mathbf s)=h^3\sum_{\mathbf k} n\big(h|\mathbf k+\mathbf s|\big)
=\frac{(Zh)^3}{\pi}\sum_{\mathbf k}e^{-2Zh|\mathbf k+\mathbf s|}.
\label{eq:S}
\end{equation}
It depends on $Z$ and $h$ through the product $Zh$ alone. If a certain value $Zh=x$ gives the wanted accuracy for one nucleus, it does so for every nucleus described by the nonrelativistic density (\ref{eq:n}), and the spacing is $h=x/Z$. What remains is to find how $x$ depends on $\varepsilon$.

\subsection{The error of the grid sum}

Shifting $\mathbf s$ by an integer vector only relabels the points, so $S(\mathbf s)$ is periodic and has a Fourier series with coefficients
\begin{align}
c_{\mathbf m}&=\int_{\rm unit\ cube}S(\mathbf s)\,e^{-2\pi i\mathbf m\cdot\mathbf s}\,d^3s \nonumber\\
&=h^3\sum_{\mathbf k}\int_{\rm unit\ cube} n\big(h|\mathbf k+\mathbf s|\big)\,e^{-2\pi i\mathbf m\cdot(\mathbf k+\mathbf s)}\,d^3s \nonumber\\
&=\int n(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r\equiv\tilde n(G),\qquad \mathbf G=\frac{2\pi\mathbf m}{h}.
\end{align}
The second line uses $e^{-2\pi i\mathbf m\cdot\mathbf k}=1$. In the third, the shifted cubes fill all space, and $\mathbf r=h(\mathbf k+\mathbf s)$ gives $d^3r=h^3d^3s$.

For a spherical density the angular integral of $e^{-i\mathbf G\cdot\mathbf r}$ is $4\pi\sin(Gr)/(Gr)$. Therefore
\begin{equation}
\tilde n(G)=\frac{4Z^3}{G}\int_0^\infty r\,e^{-2Zr}\sin(Gr)\,dr .
\end{equation}
The remaining integral is the imaginary part of
\begin{equation}
\int_0^\infty r\,e^{-(2Z-iG)r}dr=\frac{1}{(2Z-iG)^2}=\frac{(2Z+iG)^2}{(4Z^2+G^2)^2},
\end{equation}
which is $4ZG/(4Z^2+G^2)^2$. Hence
\begin{equation}
\tilde n(G)=\frac{16Z^4}{(4Z^2+G^2)^2}=\left[1+\left(\frac{G}{2Z}\right)^2\right]^{-2}.
\label{eq:ft}
\end{equation}

The term $\mathbf m=0$ equals 1, the correct charge. The other terms are the error. They fall as $|\mathbf m|^{-4}$, fast enough for the series to converge absolutely in three dimensions. The terms for $\mathbf m$ and $-\mathbf m$ combine into cosines, and $G/(2Z)=\pi|\mathbf m|/(Zh)$, so
\begin{equation}
S(\mathbf s)-1=\sum_{\mathbf m\neq0}\cos(2\pi\mathbf m\cdot\mathbf s)
\left[1+\left(\frac{\pi|\mathbf m|}{Zh}\right)^2\right]^{-2}.
\label{eq:err}
\end{equation}

Every bracket is positive. The error is therefore largest in magnitude when all cosines equal 1, that is, when the nucleus sits on a grid point. The sum then overestimates the charge. Each term grows with $Zh$, so the on-point error reaches a given $\varepsilon$ at one definite value of $Zh$.

\subsection{A spacing that guarantees the accuracy}

Dropping the 1 inside each bracket of (\ref{eq:err}) enlarges every term. For any offset this gives
\begin{equation}
|S(\mathbf s)-1|\le C\left(\frac{Zh}{\pi}\right)^4,\qquad
C=\sum_{\mathbf m\ne0}\frac{1}{|\mathbf m|^4}\approx16.53 .
\label{eq:bound}
\end{equation}
The constant was found by adding the terms with $|\mathbf m|\le M=80$ and replacing the rest by the integral $\int_M^\infty 4\pi m^2\,m^{-4}dm=4\pi/M$. Setting the bound equal to $\varepsilon$ and solving for $h$ gives a sufficient spacing:
\begin{equation}
h=\frac{\pi}{Z}\left(\frac{\varepsilon}{C}\right)^{1/4}.
\label{eq:h}
\end{equation}

For $\varepsilon=10^{-3}$, $\varepsilon/C=6.05\times10^{-5}$. Its fourth root is $0.0882$, and multiplication by $\pi$ gives $Zh=0.277$. The bound costs little here. A root search on the sum (\ref{eq:S}), with the nucleus on a grid point and the points extending at least $12/Z$ from it along each axis, gives $Zh=0.2776$ as the value at which the on-point error reaches $10^{-3}$, against $0.2771$ from the bound.

The phrase ``of order $1/Z$'' thus needs a number beside it. Direct summation with the nucleus on a grid point gives a relative error of 15\% at $h=1/Z$ and 1.0\% at $h=1/(2Z)$. One part in a thousand needs a little over a quarter of $1/Z$.

\subsection{Why the accuracy improves only as the fourth power}

When $Zh\ll\pi$, the 1 in each bracket of (\ref{eq:err}) is negligible for all $\mathbf m\neq0$, and the on-point error approaches the bound. Halving $h$ then divides it by about 16. The cause is the cusp at the nucleus. For a general spherical density put $g(r)=r\,n(r)$, with $g(0)=0$. Three integrations by parts give
\begin{align}
\tilde n(G)&=\frac{4\pi}{G}\int_0^\infty g\sin(Gr)\,dr
=\frac{4\pi}{G^2}\int_0^\infty g'\cos(Gr)\,dr \nonumber\\
&=-\frac{4\pi}{G^3}\int_0^\infty g''\sin(Gr)\,dr
\simeq-\frac{4\pi g''(0)}{G^4}=-\frac{8\pi n'(0)}{G^4},
\label{eq:tail}
\end{align}
because $g''(0)=2n'(0)$. The integral left over after the third step is smaller at large $G$ if the density is smooth away from the nucleus. A density with zero slope at the nucleus would have no $G^{-4}$ term.

For (\ref{eq:n}), $n'(0)=-2Zn(0)$. Any density with this cusp has $\tilde n(G)\simeq16\pi Zn(0)/G^4$. Inserting $G=2\pi|\mathbf m|/h$ and summing over $\mathbf m$ gives the leading on-point error
\begin{equation}
S(0)-1\simeq\frac{C\,Z\,n(0)\,h^4}{\pi^3}.
\label{eq:cusp}
\end{equation}
With $n(0)=Z^3/\pi$ this returns $C(Zh/\pi)^4$.

\subsection{How the error varies as the atom moves}

Averaged over all offsets, the cosines in (\ref{eq:err}) vanish and so does the error. Its mean square is the sum of the squared coefficients. For small $Zh$ the root-mean-square error is therefore $\sqrt{C_8}\,(Zh/\pi)^4$, where $C_8=\sum_{\mathbf m\neq0}|\mathbf m|^{-8}\approx6.95$. This is $\sqrt{6.95}/16.53=0.16$ of the on-point error for the nonrelativistic density; for the Dirac 1s density of the last section the ratio at $Zh=0.277$ is about 0.11 for Fe and 0.08 for Au. An atom moving through the grid thus shows a fluctuating charge, usually well inside the bound. The on-point value is the one to use if the accuracy must hold at every position.

\subsection{How many points}

A cube of edge $L$ contains
\begin{equation}
N\simeq\left(\frac{L}{h}\right)^3=\left(\frac{ZL}{\pi}\right)^3\left(\frac{C}{\varepsilon}\right)^{3/4}
\label{eq:N}
\end{equation}
points. At fixed $L$ and $\varepsilon$ the count grows as $Z^3$ in this nonrelativistic model; for heavy nuclei relativity makes it grow faster, as the last section shows. In this model one more decimal digit of accuracy multiplies it by $10^{3/4}\approx5.6$; for the relativistic 1s density of Fe the step from $10^{-3}$ to $10^{-4}$ costs a factor of about 6.9.

The core itself does not demand this growth. Suppose that only a sphere of radius $R$ around the nucleus is gridded. With $t=2Zr$, the omitted charge is
\begin{align}
\int_R^\infty4\pi r^2n\,dr&=\frac12\int_{2ZR}^\infty t^2e^{-t}dt \nonumber\\
&=e^{-2ZR}\left(1+2ZR+2Z^2R^2\right).
\label{eq:omit}
\end{align}
Fixing this charge fixes $ZR$, while $\varepsilon$ fixes $Zh$. The number of points in the sphere, about $(4\pi/3)(R/h)^3$, is then independent of $Z$ for the nonrelativistic density. The factor $Z^3$ comes from carrying the core spacing through the whole box. With the Dirac density of the last section the count in the sphere does grow, at $\varepsilon=10^{-3}$ from about $3.8\times10^4$ for O to $6.6\times10^4$ for Fe and $4.8\times10^5$ for Au.

\section{Example: the 1s shell of iron}

For Fe, $Z=26$ and $1/Z=0.02035$~\AA. Take a periodic cubic box with a chosen edge of 3~\AA\ and one nucleus. Both 1s electrons have the density (\ref{eq:n}) in this model, so $\varepsilon$ is also the relative error of the shell's charge.

For $\varepsilon=10^{-3}$ the spacing is
\begin{equation}
h=0.2771\times0.02035~\text{\AA}=0.00564~\text{\AA}\quad(0.0107\ \text{bohr}).
\end{equation}
Before rounding of $h$, $L/h$ lies just above 532. A whole number of intervals no wider than $h$ therefore requires 533 points per axis, or $1.5\times10^8$ in all. The permitted charge error is $2\times10^{-3}$ electron. These figures hold for the nonrelativistic density; the relativistic 1s density of iron needs a finer grid, as the last section shows. Other accuracies give:

\begin{center}
\begin{tabular}{cccc}
$\varepsilon$ & $h$ (\AA) & points per axis & total points\\
$10^{-2}$ & 0.0100 & 300 & $2.7\times10^7$\\
$10^{-3}$ & 0.0056 & 533 & $1.5\times10^8$\\
$10^{-4}$ & 0.0032 & 947 & $8.5\times10^8$
\end{tabular}
\end{center}

With $Z=1$ and $\varepsilon=10^{-3}$, the same box needs $h=0.147$~\AA\ and $21^3=9261$ points. Part of that wider density spills into neighbouring cells, but the periodic images bring the same charge back, so the estimate still applies. Apart from rounding up to whole points, the two counts differ by $26^3=17576$.

The spacing can also be stated as an energy. The shortest wave along a grid axis has wavelength $2h$ and wave number $\pi/h$. Expressed as a nonrelativistic cutoff energy $(\pi/h)^2/2$, this is $1.2\times10^6$~eV for the iron grid and $1.7\times10^3$~eV for $Z=1$, a ratio of $Z^2$. This energy describes the grid on which the density is sampled point by point. It is not the cutoff a plane-wave basis needs: a plane-wave expansion of the hydrogen 1s orbital misses $10^{-3}$ of its norm at a cutoff of about 270~eV. For iron the figure is only a label: $\pi/h\approx295$ exceeds the speed of light $c\approx137$ in atomic units, and a free electron with that wave number has a kinetic energy of $7.0\times10^5$~eV.

Now let a sphere omit $10^{-3}$ of the charge. Solving (\ref{eq:omit}) numerically gives $ZR=5.61$, or $R=0.114$~\AA. The sphere holds about
\begin{equation}
\frac{4\pi}{3}\left(\frac{5.614}{0.2771}\right)^3\approx3.5\times10^4
\end{equation}
points, roughly one in 4300 of those in the box. The omitted charge is a separate error, to be added to that of the grid.

The ratio refers to the 1s shell alone: in a Hartree--Fock calculation for neutral Fe this sphere holds only about 6 of the 26 electrons, and the shells outside it need their own resolution. It is not a measure of the saving in any actual method, but it shows the motive for the division of labour in the projector augmented-wave method. There the sharp part of the density near each nucleus is handled on a radial grid centred there, and the uniform grid carries only smooth functions.

\section{What the estimate leaves out}

Repulsion between the two 1s electrons spreads the shell slightly. In the Hartree--Fock model the repulsive potential stays finite at the nucleus. The singular terms of the radial equation, $-\phi'/r$ and $-Z\phi/r$, must then cancel as $r\to0$. This gives $\phi'(0)=-Z\phi(0)$ and hence $n'(0)=-2Zn(0)$. The cusp condition survives, and by (\ref{eq:cusp}) the leading error changes in proportion to $n(0)$.

A Hartree--Fock calculation for the two-electron ion Fe$^{24+}$, with 24 s-type Gaussians, gives a density per electron at the nucleus of about 0.97 of the hydrogenic value. Summing that density on the grid with $Zh=0.277$ likewise gives about 0.97 of the hydrogenic on-point error. A third digit would not be significant. A sum of Gaussians has zero slope at the nucleus and only imitates the cusp, so its $n(0)$ is not exact. The on-point sum contains the term $h^3n(0)\approx(Zh)^3/\pi=6.8\times10^{-3}$, about seven times the error, so a relative defect in $n(0)$ appears about sevenfold in the error ratio. Since the error varies as $h^4$, the permitted spacing rises by a factor of about $0.97^{-1/4}$, less than one percent. This holds for the two-electron ion. In a spherically averaged Hartree--Fock calculation for neutral Fe the 1s shell supplies about 90\% of $n(0)$, and the total is about 1.06 times that of the hydrogenic 1s pair, so by (\ref{eq:cusp}) the spacing for a given absolute error of the whole density falls by one to two percent. Correlation is not estimated here.

Relativity matters more. For the one-electron Dirac 1s state with a uniformly charged nucleus of radius 4.8~fm, $n(0)$ for Fe is 1.26 times the hydrogenic value and the on-point error at $Zh=0.277$ is $2.2\times10^{-3}$; a radius of 4.4~fm changes this error by about one percent. An error of $10^{-3}$ then needs $Zh\approx0.22$, about twice as many points, and halving $h$ from $Zh=0.277$ divides the error by about 12 instead of 16. The required $Zh$ is no longer universal: about 0.27 for O, 0.17 for Ag and 0.11 for Au, with nuclear radii of 3.5, 5.9 and 7.0~fm. For Au the count is some 17 times the nonrelativistic one, or 18 times with a radius of 6.3~fm. The bound (\ref{eq:bound}), the fourth-power law and the $Z^3$ growth are therefore results for the nonrelativistic density, slightly optimistic for light nuclei and far too optimistic for heavy ones: at $Zh=0.277$ the on-point error exceeds $10^{-3}$ by 12\% for O and 36\% for Si, and is some 25 times larger for Au.

The criterion concerns the integrated charge. It must not be carried over to the nuclear attraction energy, whose integrand $-Zn(r)/r$ is infinite at a grid point that coincides with the nucleus.
